# Density at which a second silicon subband begins to fill: a program that tests the result

```python
"""
Result under test: at zero temperature a second subband, a gap Delta above
the lowest subband of the twofold (001) silicon ladder, begins to fill at
    N_on = gs*gv*m*Delta/(2*pi)      (atomic units)
m: in-plane mass / electron mass; gs, gv: spin and valley degeneracies;
Delta: gap at the onset density. Numerical work uses eV and nm.
The program also sizes effects which this simple count leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, ellipk

# Inputs; material and device values are rough typical ones.
mass_t, mass_l = 0.19, 0.916
spin, valleys = 2, 2
gap = 0.020                         # eV
eps_si, eps_ox = 11.7, 3.9
n_depl = 1.0e11 * 1e-14             # nm^-2
mobility = 5000.0                   # cm2/Vs
oxide_nm, barrier, mass_ox = 10.0, 3.1, 0.42
alpha = 0.5                         # nonparabolicity, 1/eV

hartree = const.value("Hartree energy in eV")
bohr_nm = const.value("Bohr radius") * 1e9
kin = const.hbar**2 / (2 * const.m_e * const.e) * 1e18       # eV nm^2
coul = const.e / (4 * np.pi * const.epsilon_0) * 1e9         # eV nm
kb = const.k / const.e                                      # eV/K

# Derived formula, evaluated in atomic units.
dos_au = spin * valleys * mass_t / (2 * np.pi)
n_on_au = dos_au * gap / hartree
n_on = n_on_au / bohr_nm**2                                 # nm^-2
dos_low = n_on / gap                                        # nm^-2 eV^-1
k_fermi = np.sqrt(2 * mass_t * gap / hartree) / bohr_nm
dos_four = (spin * 4 * np.sqrt(mass_t * mass_l) / (2 * np.pi)
            / hartree / bohr_nm**2)

# Fill discrete states of a periodic square in order of energy.
box = 3000.0
k_axis = 2 * np.pi / box * np.arange(-250, 251)
kx, ky = np.meshgrid(k_axis, k_axis)
low = (kin * (kx**2 + ky**2) / mass_t).ravel()
high = (gap + kin * (kx**2 / mass_t + ky**2 / mass_l)).ravel()
low = np.repeat(low[low < 0.03], spin * valleys)
high = np.repeat(high[high < 0.03], spin * 4)
energies = np.concatenate([low, high])
is_high = np.concatenate([np.zeros(low.size, bool), np.ones(high.size, bool)])
is_high = is_high[np.argsort(energies, kind="stable")]
n_count = np.argmax(is_high) / box**2
assert abs(n_count / n_on - 1) < 2e-3       # finite-box lattice error
electrons = int(round(1.5 * n_on * box**2))
share_count = is_high[:electrons].sum() / (0.5 * n_on * box**2)
share_rule = dos_four / (dos_low + dos_four)
assert abs(share_count / share_rule - 1) < 1e-2


def thermal_density(dos, bottom, mu, temp):
    """Sheet density of one parabolic subband at finite temperature."""
    return dos * kb * temp * np.logaddexp(0, (mu - bottom) / (kb * temp))


def upper_share(temp, dos_up):
    """Fraction in the upper subband at total density n_on."""
    def excess(mu):
        return (thermal_density(dos_low, 0, mu, temp)
                + thermal_density(dos_up, gap, mu, temp) - n_on)
    mu = brentq(excess, -0.3, 0.1, xtol=1e-14)
    return thermal_density(dos_up, gap, mu, temp) / n_on


fermi_integral = quad(
    lambda e: dos_low / (1 + np.exp((e - 0.01) / (kb * 77))), 0, 0.5,
    points=[0.01, 0.05], epsabs=1e-12)[0]
assert abs(fermi_integral / thermal_density(dos_low, 0, 0.01, 77) - 1) < 1e-6


def levels(potential, step, mass, count):
    """Lowest hard-wall levels from the three-point kinetic operator."""
    hop = kin / (mass * step**2)
    return eigh_tridiagonal(
        potential + 2 * hop, -hop * np.ones(potential.size - 1),
        select="i", select_range=(0, count - 1))


def hartree_layer(n_inv, n_dep, step=0.05, length=60.0):
    """Self-consistent layer with all electrons in the lowest subband."""
    z = step * np.arange(1, int(round(length / step)))
    force = 4 * np.pi * coul / eps_si               # eV nm per sheet density
    pot = force * (n_dep + 0.5 * n_inv) * z
    for _ in range(300):
        energy, wave = levels(pot, step, mass_l, 2)
        prob = wave[:, 0]**2                         # sums to one
        inside = np.cumsum(prob)
        # At each z: sum over charge positions of min(z, position).
        lever = np.cumsum(prob * z) + z * (1 - inside)
        new = force * (n_dep * z + n_inv * lever)
        change = np.max(np.abs(new - pot))
        if change < 1e-9:
            break
        pot = 0.5 * pot + 0.5 * new
    assert change < 1e-9
    other = levels(pot, step, mass_t, 1)[0][0]
    slope_sq = wave[0, 0]**2 / step**3               # |psi'(0)|^2
    return {"e0": energy[0], "gap_two": energy[1] - energy[0],
            "gap_four": other - energy[0], "mean_z": np.sum(prob * z),
            "wall_force": kin / mass_l * slope_sq}


# Check the solver: Airy levels, grid refinement, and force balance.
test_depl = 0.02
test_force = 4 * np.pi * coul * test_depl / eps_si
airy = -ai_zeros(2)[0] * (kin / mass_l * test_force**2)**(1 / 3)
triangle = hartree_layer(0.0, test_depl)
assert abs(triangle["e0"] / airy[0] - 1) < 1e-3
assert abs(triangle["gap_two"] / (airy[1] - airy[0]) - 1) < 2e-3
layer = hartree_layer(n_on, n_depl)
coarse = hartree_layer(n_on, n_depl, step=0.1)
for key in ("gap_two", "gap_four"):
    assert abs(layer[key] - coarse[key]) < 2e-4
mean_force = 4 * np.pi * coul / eps_si * (n_depl + n_on / 2)
assert abs(layer["wall_force"] / mean_force - 1) < 1e-2  # finite wall step


def onset_mismatch(n_inv):
    result = hartree_layer(n_inv, n_depl)
    return min(result["gap_two"], result["gap_four"]) - n_inv / dos_low


n_hartree = brentq(onset_mismatch, 0.003, 0.20, xtol=1e-7)
at_onset = hartree_layer(n_hartree, n_depl)

# Bare exchange in an ideally thin layer at the silicon-oxide boundary.
kappa = (eps_si + eps_ox) / 2
exchange_bottom = -coul * k_fermi / kappa
exchange_edge = -2 / np.pi * coul * k_fermi / kappa
disc_integral = quad(lambda x: 4 * x * ellipk(x**2), 0, 1)[0]
edge_direct = -coul * k_fermi / kappa * disc_integral / (2 * np.pi)
assert abs(edge_direct / exchange_edge - 1) < 1e-6

# Other sizes for the same density.
k_nonpar_sq = mass_t * gap * (1 + alpha * gap) / kin
n_nonpar = spin * valleys * k_nonpar_sq / (4 * np.pi)
broadening = const.hbar / (mobility * 1e-4 * mass_t * const.m_e)   # eV
oxide_force = 4 * np.pi * coul * (n_on + n_depl) / eps_ox           # eV/nm
assert oxide_force * oxide_nm < barrier
wkb = 2 * quad(lambda z: np.sqrt(mass_ox * (barrier - oxide_force * z) / kin),
               0, oxide_nm)[0]

cm2 = 1e14
print(f"In-plane mass of lower subband: {mass_t:.2f} electron masses")
print(f"Heavy silicon mass: {mass_l:.3f} electron masses")
print(f"Spin and valley degeneracies: {spin}, {valleys}")
print(f"Gap at onset: {gap:.3f} eV")
print(f"Gap in atomic units: {gap / hartree:.5e} hartree")
print(f"Density of states, atomic units: {dos_au:.5f} per hartree bohr^2")
print(f"Onset density, atomic units: {n_on_au:.4e} bohr^-2")
print(f"Density of states: {dos_low * cm2:.4e} cm^-2 eV^-1")
print(f"Fermi wave number at onset: {k_fermi:.4f} nm^-1")
print(f"ONSET DENSITY: {n_on * cm2:.4e} cm^-2")
print(f"Onset density converted: {n_on / 100:.4e} angstrom^-2")
print(f"Value if valleys are forgotten: {n_on * cm2 / valleys:.4e} cm^-2")
print(f"Box side in state count: {box:.0f} nm")
print(f"Onset from state count: {n_count * cm2:.4e} cm^-2")
print(f"Added share to fourfold subband, rule: {share_rule:.4f}")
print(f"Added share to fourfold subband, count: {share_count:.4f}")
for temp in (4.2, 77.0, 300.0):
    print(f"Thermal energy at {temp:.1f} K: {kb * temp:.5f} eV")
    print(f"  upper share, twofold: {upper_share(temp, dos_low):.4f}")
    print(f"  upper share, fourfold: {upper_share(temp, dos_four):.4f}")
print(f"Rough depletion density: {n_depl * cm2:.1e} cm^-2")
print(f"Relative permittivities Si, oxide: {eps_si:.1f}, {eps_ox:.1f}")
print(f"Hartree mean depth at N_on: {layer['mean_z']:.2f} nm")
print(f"Hartree gap to next twofold level: {layer['gap_two']:.4f} eV")
print(f"Hartree gap to fourfold level: {layer['gap_four']:.4f} eV")
print(f"Hartree self-consistent onset: {n_hartree * cm2:.3e} cm^-2")
print(f"  twofold gap there: {at_onset['gap_two']:.4f} eV")
print(f"  fourfold gap there: {at_onset['gap_four']:.4f} eV")
print(f"Bare exchange at subband bottom: {exchange_bottom:.4f} eV")
print(f"Bare exchange at Fermi edge: {exchange_edge:.4f} eV")
print(f"Rough nonparabolicity: {alpha:.1f} eV^-1")
print(f"Nonparabolic change of N_on: {100 * (n_nonpar / n_on - 1):.2f} %")
print(f"Rough mobility: {mobility:.0f} cm2/Vs")
print(f"Collision broadening hbar/tau: {broadening:.5f} eV")
print(f"Density width D0*hbar/tau: {dos_low * broadening * cm2:.2e} cm^-2")
print(f"Oxide field at N_on: {oxide_force * 10:.3f} MV/cm")
print(f"Rough oxide thickness: {oxide_nm:.0f} nm")
print(f"Rough oxide barrier: {barrier:.1f} eV")
print(f"Rough oxide tunnelling mass: {mass_ox:.2f} electron masses")
print(f"Tunnelling factor, log10: {-wkb / np.log(10):.1f}")
print("every check passed")
```

It prints:

```
In-plane mass of lower subband: 0.19 electron masses
Heavy silicon mass: 0.916 electron masses
Spin and valley degeneracies: 2, 2
Gap at onset: 0.020 eV
Gap in atomic units: 7.34986e-04 hartree
Density of states, atomic units: 0.12096 per hartree bohr^2
Onset density, atomic units: 8.8902e-05 bohr^-2
Density of states: 1.5874e+14 cm^-2 eV^-1
Fermi wave number at onset: 0.3158 nm^-1
ONSET DENSITY: 3.1748e+12 cm^-2
Onset density converted: 3.1748e-04 angstrom^-2
Value if valleys are forgotten: 1.5874e+12 cm^-2
Box side in state count: 3000 nm
Onset from state count: 3.1744e+12 cm^-2
Added share to fourfold subband, rule: 0.8145
Added share to fourfold subband, count: 0.8143
Thermal energy at 4.2 K: 0.00036 eV
  upper share, twofold: 0.0087
  upper share, fourfold: 0.0213
Thermal energy at 77.0 K: 0.00664 eV
  upper share, twofold: 0.1523
  upper share, fourfold: 0.3645
Thermal energy at 300.0 K: 0.02585 eV
  upper share, twofold: 0.3441
  upper share, fourfold: 0.6835
Rough depletion density: 1.0e+11 cm^-2
Relative permittivities Si, oxide: 11.7, 3.9
Hartree mean depth at N_on: 2.06 nm
Hartree gap to next twofold level: 0.0207 eV
Hartree gap to fourfold level: 0.0218 eV
Hartree self-consistent onset: 3.365e+12 cm^-2
  twofold gap there: 0.0212 eV
  fourfold gap there: 0.0224 eV
Bare exchange at subband bottom: -0.0583 eV
Bare exchange at Fermi edge: -0.0371 eV
Rough nonparabolicity: 0.5 eV^-1
Nonparabolic change of N_on: 1.00 %
Rough mobility: 5000 cm2/Vs
Collision broadening hbar/tau: 0.00122 eV
Density width D0*hbar/tau: 1.93e+11 cm^-2
Oxide field at N_on: 1.519 MV/cm
Rough oxide thickness: 10 nm
Rough oxide barrier: 3.1 eV
Rough oxide tunnelling mass: 0.42 electron masses
Tunnelling factor, log10: -43.9
every check passed
```
